\section*{The Moyal Product and Its Leading Gradient Terms}

\section{The Moyal product and the gradient expansion}

\subsection{What symmetry and dimensions fix}

For an operator $A$ of one degree of freedom, with position kernel $\langle y|A|y'\rangle$, the Wigner transform is
\begin{equation}
a(x,p)=\int ds\,e^{-ips/\hbar}\,\langle x+\tfrac s2|A|x-\tfrac s2\rangle .
\label{wig}
\end{equation}
The function $a$ is called the symbol of $A$. We write $(AB)_W=a\star b$ and ask how $a\star b$ depends on $a$ and $b$.

Suppose that $a\star b$ has an expansion in gradients. Shifting both operators in phase space shifts all symbols, so the coefficients cannot depend on $x$ or $p$. The only constant in (\ref{wig}) is $\hbar$, whose unit is that of $xp$. The units of $x$ and $p$ can be changed separately, so each factor $\hbar$ comes with one $x$ derivative and one $p$ derivative. At first order the candidates are $a_xb_p$, $a_pb_x$, $a_{xp}b$ and $ab_{xp}$, where subscripts denote derivatives. The identity has symbol 1, and $a\star1=a$, $1\star b=b$ exclude the last two. Hence
\begin{equation}
a\star b=ab+\hbar(c_1a_xb_p+c_2a_pb_x)+\dots
\label{ansatz}
\end{equation}

Three conditions fix the constants.
\begin{itemize}
\item By (\ref{wig}), $A^\dagger$ has symbol $a^*$. Then $(AB)^\dagger=B^\dagger A^\dagger$ requires $c_2=c_1^*$.
\item Complex conjugation of the kernel changes $a(x,p)$ into $a^*(x,-p)$ and preserves the order of a product. The single $p$ derivative changes sign, so $c_1^*=-c_1$.
\item The operators $\hat x$ and $\hat p$ have symbols $x$ and $p$, and $[\hat x,\hat p]=i\hbar$ requires $c_1-c_2=i$.
\end{itemize}
Therefore $c_1=i/2$ and $c_2=-i/2$. With the Poisson bracket
\begin{equation}
\{a,b\}=a_xb_p-a_pb_x ,
\label{pb}
\end{equation}
the first gradient term is $(i\hbar/2)\{a,b\}$. It is antisymmetric under exchange of $a$ and $b$, so it contributes to the commutator and cancels in the anticommutator. The rule that an anticommutator becomes $2ab$ is thus a statement about the zeroth term, with the first correction absent. This argument assumes that an expansion exists and gives neither the higher terms nor the error. The following proof supplies both.

\subsection{Operators as sums of displacements}

Let the symbols be scalar, smooth and rapidly decreasing with all their derivatives. Write
\begin{equation}
a(x,p)=\int d\xi\,d\eta\;\tilde a(\xi,\eta)\,e^{i(\xi x+\eta p)} .
\label{four}
\end{equation}
The operator that belongs to one plane wave is the displacement
\begin{equation}
D(\xi,\eta)\psi(x)=e^{i\xi x+i\hbar\xi\eta/2}\,\psi(x+\hbar\eta).
\label{D}
\end{equation}
It equals $\exp[i(\xi\hat x+\eta\hat p)]$. To see this, put $\psi_t=D(t\xi,t\eta)\psi$ and let $E_t=e^{it\xi x+i\hbar t^2\xi\eta/2}$. Differentiation with respect to $t$ gives
\begin{equation}
\partial_t\psi_t=i(\xi x+\hbar t\xi\eta)\psi_t+\hbar\eta E_t\psi'(x+t\hbar\eta).
\end{equation}
With $\hat p=-i\hbar\partial_x$, the operator $i(\xi\hat x+\eta\hat p)=i\xi x+\hbar\eta\,\partial_x$ applied to $\psi_t$ gives the same expression, because $\partial_xE_t=it\xi E_t$. Both sides start from $\psi_0=\psi$. The generator is Hermitian, so the norm of the difference of two solutions is conserved, and the solutions coincide.

The kernel of (\ref{D}) is $e^{i\xi y+i\hbar\xi\eta/2}\delta(y+\hbar\eta-y')$. In (\ref{wig}) we set $y=x+s/2$ and $y'=x-s/2$. The delta function becomes $\delta(s+\hbar\eta)$ and sets $s=-\hbar\eta$:
\begin{equation}
D_W=e^{i\eta p}\,e^{i\xi(x-\hbar\eta/2)+i\hbar\xi\eta/2}=e^{i(\xi x+\eta p)} .
\label{DW}
\end{equation}
By linearity, the operator
\begin{equation}
A=\int d\xi\,d\eta\;\tilde a(\xi,\eta)\,D(\xi,\eta)
\label{synth}
\end{equation}
has the symbol $a$. No other operator has it, since (\ref{wig}) is a Fourier transform in $s$ and can be inverted to recover the kernel.

\subsection{The product}

Apply two displacements in succession. By (\ref{D}), the second factor is evaluated at the shifted position $x+\hbar\eta$:
\begin{align}
D(\xi,\eta)D(\xi',\eta')\psi(x)
&=e^{i\xi x+i\hbar\xi\eta/2}\,e^{i\xi'(x+\hbar\eta)+i\hbar\xi'\eta'/2}\nonumber\\
&\quad\times\psi(x+\hbar\eta+\hbar\eta').
\label{two}
\end{align}
The single displacement $D(\xi+\xi',\eta+\eta')$ gives the same shift and the same factor $e^{i(\xi+\xi')x}$. Its constant phase is $\hbar(\xi+\xi')(\eta+\eta')/2$. The constant phase in (\ref{two}) exceeds this by
\begin{align}
&\frac\hbar2\left[\xi\eta+2\xi'\eta+\xi'\eta'-(\xi+\xi')(\eta+\eta')\right]\nonumber\\
&\qquad=\frac\hbar2(\xi'\eta-\xi\eta')=-\frac{\hbar\Omega}2,
\qquad \Omega=\xi\eta'-\eta\xi' .
\end{align}
Hence
\begin{equation}
D(\xi,\eta)D(\xi',\eta')=e^{-i\hbar\Omega/2}D(\xi+\xi',\eta+\eta').
\label{comp}
\end{equation}

Insert (\ref{synth}) for $A$ and for $B$, use (\ref{comp}), and transform with (\ref{DW}). With $\tilde b'=\tilde b(\xi',\eta')$,
\begin{equation}
(AB)_W=\int d\xi\,d\eta\,d\xi'd\eta'\;\tilde a\,\tilde b'\,
e^{-i\hbar\Omega/2}\,e^{i(\xi+\xi')x+i(\eta+\eta')p}.
\label{exact}
\end{equation}
Now define
\begin{equation}
\Lambda=\overleftarrow{\partial_x}\,\overrightarrow{\partial_p}
-\overleftarrow{\partial_p}\,\overrightarrow{\partial_x},
\label{lam}
\end{equation}
where left arrows act on $a$ and right arrows on $b$. On a pair of plane waves $\Lambda$ has the eigenvalue $(i\xi)(i\eta')-(i\eta)(i\xi')=-\Omega$. The phase factor in (\ref{exact}) is therefore the eigenvalue of $e^{i\hbar\Lambda/2}$, and
\begin{equation}
(AB)_W=a\star b=a\,e^{i\hbar\Lambda/2}\,b .
\label{moyal}
\end{equation}
This is the Moyal star product. The exponential is defined by its action on Fourier components, that is, by (\ref{exact}), which involves no expansion. For several degrees of freedom, displacements of different coordinates commute, their phases add, and $\Omega$ and $\Lambda$ become sums over coordinates.

\subsection{Commutator, anticommutator and their errors}

Expanding the exponential and using the binomial theorem for the two commuting parts of $\Lambda$, we obtain the term of order $n$:
\begin{equation}
t_n=\frac1{n!}\left(\frac{i\hbar}2\right)^n\sum_{k=0}^n\binom nk(-1)^k
(\partial_x^{n-k}\partial_p^k a)(\partial_x^k\partial_p^{n-k}b).
\label{tn}
\end{equation}
Exchange of $a$ and $b$ reverses $\Omega$ and multiplies $t_n$ by $(-1)^n$. With $\theta=\hbar\Omega/2$, the phase factors for $AB-BA$ and $AB+BA$ are
\begin{equation}
e^{-i\theta}-e^{i\theta}=-2i\sin\theta,\qquad
e^{-i\theta}+e^{i\theta}=2\cos\theta .
\label{sc}
\end{equation}
Their leading parts are $-i\hbar\Omega$, which represents $i\hbar\Lambda$, and 2. Thus
\begin{align}
[A,B]_W&=i\hbar\{a,b\}+R_-,\label{comm}\\
(AB+BA)_W&=2ab+R_+.\label{anti}
\end{align}
To bound the remainders, use $|2\cos\theta-2|\le\theta^2$. Integrating $1-\cos t\le t^2/2$ from 0 to $\theta$ gives $|2\sin\theta-2\theta|\le|\theta|^3/3$. Therefore
\begin{align}
|R_-|&\le\frac{\hbar^3}{24}\int|\tilde a||\tilde b'||\Omega|^3,\label{Rm}\\
|R_+|&\le\frac{\hbar^2}{4}\int|\tilde a||\tilde b'|\Omega^2,\label{Rp}
\end{align}
where the integrals run over all four Fourier variables. They are finite for the symbols assumed here.

If the symbols vary over a length $L$ and a momentum $Q$, then $\Omega$ is of order $1/(LQ)$, and the expansion parameter is $\hbar/(LQ)$. Counting explicit powers of $\hbar$ gives the same ordering if the symbols do not themselves change with $\hbar$. If a symbol has structure on phase-space areas of order $\hbar$, its derivatives can compensate the explicit powers. The truncation then needs a separate justification, for example that the other symbol varies slowly enough to keep $\hbar\Omega$ small.

\subsection{Polynomial symbols and the kinetic equation}

A Hamiltonian contains $\hat p^2$, whose symbol does not decrease, so this case needs its own argument. Let $K(y,y')$ be the kernel of $A$. With $y=x+s/2$ and $y'=x-s/2$, we have $\partial_y=\tfrac12\partial_x+\partial_s$. Integration by parts in (\ref{wig}) turns $\partial_s$ into $ip/\hbar$, so
\begin{equation}
(\hat pA)_W=-i\hbar\left(\tfrac12\partial_x+\tfrac{ip}\hbar\right)a
=\left(p-\tfrac{i\hbar}2\partial_x\right)a .
\label{pa}
\end{equation}
When $\hat p$ stands on the right it acts as $+i\hbar\partial_{y'}$ with $\partial_{y'}=\tfrac12\partial_x-\partial_s$, which gives $(p+\tfrac{i\hbar}2\partial_x)a$. Applying each rule twice yields
\begin{align}
(\hat p^2A)_W&=p^2a-i\hbar p\,a_x-\tfrac{\hbar^2}4a_{xx},\nonumber\\
(A\hat p^2)_W&=p^2a+i\hbar p\,a_x-\tfrac{\hbar^2}4a_{xx}.
\label{pp}
\end{align}
These agree with (\ref{tn}), whose series terminates here.

Multiplication by $\hat x$ on the left or right inserts $x\pm s/2$ in (\ref{wig}). Since $\partial_p$ produces $-is/\hbar$, the factor $s$ is represented by $i\hbar\partial_p$. Hence
\begin{equation}
(\hat x^2A)_W=x^2a+i\hbar x\,a_p-\tfrac{\hbar^2}4a_{pp},
\label{xx}
\end{equation}
and the sign of the middle term is reversed for $A\hat x^2$.

For a smooth, decreasing potential $V(x)$, the Fourier weight is $\tilde V(\xi)\delta(\eta)$. The derivation of (\ref{exact}) holds with this weight as well, and $\Omega=\xi\eta'$.

Consider independent particles in a given potential; interactions beyond a mean field add collision terms that are not treated here. Let $\rho$ be the one-particle density operator with symbol $f$, and let $H=\hat p^2/2m+V(\hat x)$ have the symbol $h$. The evolution $i\hbar\,\partial_t\rho=[H,\rho]$ becomes
\begin{equation}
\partial_tf=-\frac pm f_x+V'f_p-\frac{\hbar^2}{24}V'''f_{ppp}+\dots
\label{kin}
\end{equation}
The first term follows from subtracting the lines of (\ref{pp}). The potential contributes twice its odd terms in (\ref{tn}). At third order this is $2(i\hbar/2)^3/3!=-i\hbar^3/24$, and division by $i\hbar$ gives the coefficient in (\ref{kin}). The first two terms are $\{h,f\}$, the drift of classical Liouville dynamics.

For a harmonic potential $V=kx^2/2$, equations (\ref{pp}) and (\ref{xx}) give $[H,\rho]_W=i\hbar\{h,f\}$ without correction. The state may still be highly quantum mechanical: its evolution equation is classical, but its admissible initial symbols are restricted. The anticommutator does not share this property. Adding the left and right products gives
\begin{equation}
(H\rho+\rho H)_W=2hf-\frac{\hbar^2}4\left(\frac{f_{xx}}m+k f_{pp}\right).
\label{harm}
\end{equation}
The product $hf$ thus differs locally from the symbol of $(H\rho+\rho H)/2$ even where the Liouville drift is exact. For a decreasing $f$ the difference integrates to zero over phase space, so the total energy is the same.

\subsection{A Gaussian barrier}

We use Hartree atomic units, $\hbar=m=1$, and the model symbols
\begin{align}
V&=V_0e^{-x^2/2w^2},\nonumber\\
f&=\exp\left[-\frac{(x-x_c)^2}{2\sigma_x^2}-\frac{(p-p_c)^2}{2\sigma_p^2}\right],
\label{model}
\end{align}
with $V_0=0.5$ hartree, $w=\sigma_x=4$ bohr, $x_c=2$ bohr, $p_c=1$ and $\sigma_p=0.5$. The operator of $f$ has trace 2.0 and largest eigenvalue 0.80. Its computed eigenvalues lie between 0 and 1 to numerical accuracy, so it can describe the occupation of independent fermion states. The ratio $\hbar/(w\sigma_p)$ is 0.5, which is not very small.

Take $x=3$ bohr and $p=1.2$. Then
\begin{align}
h&=\tfrac12(1.2)^2+0.5\,e^{-9/32}=1.0974\ \text{hartree},\nonumber\\
f&=e^{-1/32-0.08}=0.8947 .
\end{align}
The barrier contributes $V=h-0.72=0.3774$ hartree. The derivatives in the bracket are
\begin{align}
V'&=-\frac{x}{w^2}V=-0.0708,\nonumber\\
f_p&=-\frac{p-p_c}{\sigma_p^2}f=-0.7158,\qquad
f_x=-\frac{x-x_c}{\sigma_x^2}f=-0.0559 .
\end{align}
Consequently
\begin{equation}
\{h,f\}=V'f_p-pf_x=0.0507+0.0671=0.1178 .
\end{equation}
The force and the free motion both increase $f$ at this point.

The Wigner transform of the operator product $H\rho$, computed from kernels on a grid, is $0.98455+0.05715i$ hartree. The terms (\ref{tn}) of orders 0 to 3 are $0.98188$, $0.05888i$, $0.00268$ and $-0.00183i$ hartree. Twice the odd terms give the commutator:
\begin{align}
2t_1&=0.11776\,i,\nonumber\\
2(t_1+t_3)&=0.11410\,i,\nonumber\\
[H,\rho]_W&=0.11431\,i\quad\text{hartree}.
\end{align}
The bracket alone is in error by 3.0\% of the exact commutator. As a rate, $\partial_tf$ is 4.73 fs$^{-1}$, against 4.87 fs$^{-1}$ from the Liouville drift. Twice the even terms give the anticommutator:
\begin{align}
2t_0&=1.96376,\nonumber\\
2(t_0+t_2)&=1.96911,\nonumber\\
(H\rho+\rho H)_W&=1.96910\quad\text{hartree}.
\end{align}
Here the leading rule is in error by 0.0053 hartree, or 0.27\% of the exact value. The percentage depends on the zero of energy, taken here as the potential far from the barrier; the absolute error does not. Part of the smallness of this error comes from a cancellation. The second-order term is $t_2=-\tfrac18(V''f_{pp}+f_{xx})$, and
\begin{align}
V''f_{pp}&=V\left(\frac{x^2}{w^4}-\frac1{w^2}\right)
f\left(\frac{(p-p_c)^2}{\sigma_p^4}-\frac1{\sigma_p^2}\right)=0.0310,\nonumber\\
f_{xx}&=f\left(\frac{(x-x_c)^2}{\sigma_x^4}-\frac1{\sigma_x^2}\right)=-0.0524 .
\end{align}
The two contributions have opposite signs.

Now multiply $w$, $\sigma_x$, $x_c$ and the observation point by a common factor $\lambda$, with $V_0$, the mass and all momenta held fixed. By (\ref{tn}), $t_n$ scales as $\lambda^{-n}$ in this comparison. The leading errors should therefore fall as $\lambda^{-3}$ for the commutator and $\lambda^{-2}$ for the anticommutator. Between $\lambda=2$ and $\lambda=4$ the computed powers are 2.98 and 2.00. The bracket itself falls as $\lambda^{-1}$, so both relative errors fall as $\lambda^{-2}$. At $\lambda=4$ they are 0.19\% and 0.017\%.

The bounds can be evaluated for the original lengths. The Fourier weight of $V$ is a positive Gaussian of total weight $V_0$ and standard deviation $1/w$. The modulus of $\tilde f$ has total weight 1 and standard deviations $1/\sigma_x$ and $1/\sigma_p$. A Gaussian variable of standard deviation $s$ has third absolute moment $2\sqrt{2/\pi}\,s^3$. The kinetic energy contributes nothing to $R_-$, so (\ref{Rm}) gives
\begin{equation}
|R_-|\le\frac{V_0}{24}\,\frac8\pi\left(\frac{\hbar}{w\sigma_p}\right)^3
=0.0066\ \text{hartree}.
\end{equation}
For $R_+$, the kinetic part is $-\hbar^2f_{xx}/4m$ by (\ref{pp}), and $|f_{xx}|\le1/\sigma_x^2$. Together with (\ref{Rp}) for the potential,
\begin{equation}
|R_+|\le\frac{\hbar^2}4\left(\frac{V_0}{w^2\sigma_p^2}+\frac1{m\sigma_x^2}\right)
=0.047\ \text{hartree}.
\end{equation}
On a mesh covering $-10\le x\le14$ bohr and $-1\le p\le3$, the largest errors found are 0.0046 and 0.016 hartree. Both respect the bounds.

\subsection{Where the gradient rules fail}

\paragraph{Narrow symbols.} Consider $a=e^{-x^2/2w^2}$ and $b=e^{-p^2/2P^2}$ at the origin. Their Fourier weights are normalized Gaussians in $\xi$ and $\eta'$, and $\Omega=\xi\eta'$. Averaging (\ref{exact}) first over $\eta'$ and then over $\xi$ gives
\begin{equation}
(a\star b)(0,0)=\left\langle e^{-\hbar^2\xi^2/8P^2}\right\rangle_\xi
=\frac1{\sqrt{1+q}},\qquad q=\frac{\hbar^2}{4w^2P^2}.
\label{narrow}
\end{equation}
If the exponential is expanded first, odd orders vanish. The even moments of the Gaussians are $(2m-1)!!$ times powers of $1/w$ and $1/P$, so
\begin{equation}
t_{2m}=(-q)^m\frac{[(2m-1)!!]^2}{(2m)!}
=\left(-\frac q4\right)^m\binom{2m}m .
\end{equation}
This is the binomial series of (\ref{narrow}), and it converges for $q\le1$, that is, for $wP\ge\hbar/2$. For $w=0.5$ bohr and $P=0.5$ a.u., $q=4$. The operator product gives 0.447, while the partial sums through orders 0, 2, 4, 6 and 8 are 1, $-1$, 5, $-15$ and 55. The star product remains finite and correct; truncating its gradient expansion is useless here, since each added order moves the partial sum further from the exact value.

\paragraph{Matrix-valued symbols.} For spin or band indices, the factors in (\ref{tn}) must keep their order, and the commutator begins with the matrix commutator $[a,b]$. Let $A$ and $B$ be scalar operators and $\sigma_j$ the Pauli matrices. Since $\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x$,
\begin{equation}
[\sigma_xA,\sigma_yB]=i\sigma_z(AB+BA).
\end{equation}
By (\ref{anti}), its symbol starts with $2i\sigma_z\,ab$, which contains no gradient, and the first-order term is absent. In spin or multiband transport this zeroth-order part describes spin precession or the evolution of interband coherence. It has to be kept alongside the drift, since replacing the commutator by a Poisson bracket would remove it.

\section*{Calculated quantities}
\begin{verbatim}
TESTS
displacement action, max error: 2.8e-15
displacement composition, max error: 5.9e-15
nonlocal pair (hbar=0.7), x=0.5, p=0.6
  transform of AB: 0.854743-0.043767j
  error of series through order 0: 5.23e-02
  error of series through order 1: 2.88e-02
  error of series through order 2: 3.07e-03
  error of series through order 10: 2.68e-09
spin commutator, upper element: -0.000000+1.709487j
  its zeroth-order value 2i a b: 0.000000+1.766846j
narrow Gaussians: w=0.5 bohr, P=0.5 a.u., q=4.0
  exact product at origin: 0.447214
  series through orders 0,2,4,6,8: 1 -1 5 -15 55
quadratic H, commutator error: 5.2e-15 hartree
quadratic H, anticommutator minus 2hf: 0.028137 hartree
EXAMPLE
barrier height 0.5 hartree, width 4 bohr
occupation centre 2 bohr, 1 a.u. momentum
occupation widths 4 bohr, 0.5 a.u. momentum
hbar/(barrier width * momentum width): 0.500
largest occupation eigenvalue: 0.8000
trace (particle number): 2.0000
phase point x=3 bohr, p=1.2 a.u.
h = 1.097420 hartree, f = 0.894715
transform of HF: 0.984551+0.057154j hartree
  gradient term of order 0: 0.981878+0.000000j hartree
  gradient term of order 1: 0.000000+0.058878j hartree
  gradient term of order 2: 0.002675-0.000000j hartree
  gradient term of order 3: 0.000000-0.001826j hartree
  gradient term of order 4: -0.000007+0.000000j hartree
commutator, exact: 0.114307 i hartree
  i hbar bracket: 0.117756 i hartree
  with third order: 0.114104 i hartree
anticommutator, exact: 1.969103 hartree
  twice the product: 1.963756 hartree
  with second order: 1.969106 hartree
df/dt, exact: 4.7256 per fs
df/dt, Liouville: 4.8682 per fs
stretch 1: errors comm 3.449e-03, anti 5.347e-03 hartree
  relative: 3.017 %, 0.2715 %
stretch 2: errors comm 4.499e-04, anti 1.337e-03 hartree
  relative: 0.770 %, 0.0680 %
stretch 4: errors comm 5.686e-05, anti 3.343e-04 hartree
  relative: 0.194 %, 0.0170 %
falloff powers, stretch 2 to 4: 2.984, 1.999
max commutator error 0.00456, bound 0.00663 hartree
max anticommutator error 0.01617, bound 0.04688 hartree
\end{verbatim}
